# Why slow Bhabha scattering becomes Rutherford scattering, and where annihilation matters

## Definitions and conventions

Consider \(e^-(p_1)+e^+(p_2)\to e^-(p_3)+e^+(p_4)\) at tree level, with unpolarized beams and unobserved final spins. Units are \(\hbar=c=1\), the metric is \((+,-,-,-)\), and \(\alpha=e^2/4\pi\). In the centre-of-mass (CM) frame each particle has speed \(\beta\), energy \(E=\gamma m\) and momentum \(p=\gamma m\beta\), and the electron is deflected by \(\theta\). Write \(b=\beta^2\) and \(\sigma=\sin^2(\theta/2)\). The invariants are

\[
s=(p_1+p_2)^2=4E^2,\qquad t=(p_1-p_3)^2=-2p^2(1-\cos\theta)=-4p^2\sigma,
\]
\[
u=(p_1-p_4)^2=-4p^2(1-\sigma).
\]

Since \(p/E=\beta\), the ratio

\[
\frac{|t|}{s}=\beta^2\sin^2\frac{\theta}{2}
\]

holds at every speed.

Two diagrams contribute. In the scattering diagram a photon passes between the particles and carries \(p_1-p_3\). In the annihilation diagram the pair becomes one virtual photon, which carries \(p_1+p_2\) and turns into a new pair. Their propagators are \(1/t\) and \(1/s\), so \(t/s\) is the ratio of propagators. It is the ratio of amplitudes only up to a spin factor, which has to be calculated.

"A ten percent effect" also needs a definition. Let

\[
R=\frac{d\sigma(\text{both diagrams})}{d\sigma(\text{scattering diagram alone})}-1 ,
\]

and ask where \(R=-0.1\). The comparison is meaningful because each diagram is gauge invariant by itself. The Dirac equations \(\not p\,u=mu\) and \(\bar v\not p=-m\bar v\) give

\[
\bar u_3(\not p_1-\not p_3)u_1=(m-m)\bar u_3u_1=0,\qquad
\bar v_2(\not p_1+\not p_2)u_1=(m-m)\bar v_2u_1=0,
\]

and likewise for the other two currents. The denominator of \(R\) describes an electron meeting a positive lepton of equal mass but of another species, with which it cannot annihilate.

## The relative sign

The relevant parts of the fields are \(\psi\to u_1b_1+v_4d_4^\dagger\) and \(\bar\psi\to\bar u_3b_3^\dagger+\bar v_2d_2\), and the initial state is \(b_1^\dagger d_2^\dagger|0\rangle\). The scattering term contains

\[
(b_3^\dagger b_1)(d_2d_4^\dagger)=-(b_3^\dagger b_1)(d_4^\dagger d_2),
\]

which turns the initial state into \(-b_3^\dagger d_4^\dagger|0\rangle\). The annihilation term contains \(b_3^\dagger d_4^\dagger d_2b_1\), which gives \(+b_3^\dagger d_4^\dagger|0\rangle\). Two vertices \(ie\gamma^\mu\) and a propagator \(-ig_{\mu\nu}/q^2\) multiply to \(ie^2g_{\mu\nu}/q^2\), and this is a contribution to \(i\mathcal M\). Therefore

\[
\mathcal M_{\rm sc}=-\frac{e^2}{t}[\bar u_3\gamma^\mu u_1][\bar v_2\gamma_\mu v_4],\qquad
\mathcal M_{\rm an}=+\frac{e^2}{s}[\bar v_2\gamma^\mu u_1][\bar u_3\gamma_\mu v_4].
\]

## Slow particles: what the spins do

In the Dirac representation a slow electron with two-component spinor \(\chi\) has \(u\simeq\sqrt{2m}\,(\chi,0)\). For a positron with spin \(\chi\), \(v=i\gamma^2u^*\simeq\sqrt{2m}\,(0,-i\sigma_2\chi^*)\).

**Scattering.** The time components of the currents are charges:

\[
\bar u_3\gamma^0u_1=2m\,\chi_3^\dagger\chi_1,\qquad
\bar v_2\gamma^0v_4=2m\,\chi_2^T\sigma_2\sigma_2\chi_4^*=2m\,\chi_4^\dagger\chi_2 .
\]

Each space component is smaller by a factor of order \(\beta\), so their product is a correction of order \(\beta^2\). As an operator on the two spins,

\[
\mathcal M_{\rm sc}\simeq-\frac{4m^2e^2}{t}\,\mathbb 1=\frac{4m^2e^2}{|t|}\,\mathbb 1 .
\]

**Annihilation.** In the CM frame \(p_1+p_2\) has only a time component, so current conservation removes the time component of the current. The space components are

\[
\bar v_2\gamma^iu_1\simeq2m\,\chi_2^T(i\sigma_2\sigma_i)\chi_1 .
\]

The three matrices \(i\sigma_2\sigma_i\) are symmetric, so the antisymmetric spin singlet gives zero. Dividing their complex conjugates by \(\sqrt2\) gives three orthonormal triplet states \(|T_i\rangle\), because \(\tfrac12{\rm Tr}(\sigma_i\sigma_j)=\delta_{ij}\). The current is thus \(2\sqrt2\,m\,\langle T_i|{\rm in}\rangle\), and the current that creates the final pair is \(2\sqrt2\,m\,\langle{\rm out}|T_i\rangle\). The metric contributes a minus sign for space components:

\[
\mathcal M_{\rm an}\simeq-\frac{8m^2e^2}{s}\sum_i|T_i\rangle\langle T_i|=-\frac{8m^2e^2}{s}P_{\rm triplet}.
\]

Dividing by \(-4m^2e^2/t\) gives the leading-order relation

\[
\mathcal M_{\rm an}\simeq2\,\frac ts\,P_{\rm triplet}\,\mathcal M_{\rm sc}.
\]

Both numerators are of order \(m^2\), so the currents do not suppress annihilation. The suppression comes from the photon. In scattering it carries no energy and a small momentum, and its propagator \(1/t\) grows as the particles slow down. In annihilation it must carry an energy of at least \(2m\), and its propagator stays near \(1/4m^2\).

The same contrast appears in space. With \(V=-\mathcal M/4m^2\), the scattering term is \(-e^2/\mathbf q^2\), the transform of the attraction \(-\alpha/r\). The annihilation term is the constant \(2e^2/s\simeq2\pi\alpha/m^2\) in the triplet, a repulsive contact interaction. The two therefore interfere destructively.

Averaging over the four spin states, three of which are triplets, gives

\[
\frac14{\rm Tr}\left(\mathbb 1+\frac{2t}{s}P_{\rm triplet}\right)^2
=1+\frac{3t}{s}+\frac{3t^2}{s^2}.
\]

The last term is the annihilation diagram squared, of order \(\beta^4\). The leading effect is the interference:

\[
R\simeq-3\beta^2\sin^2\frac\theta2 .
\]

The numerical factor is three times that of the bare propagator ratio.

## The Rutherford limit

For an elastic collision of equal masses, \(d\sigma/d\Omega=\overline{|\mathcal M|^2}/(64\pi^2s)\). With \(\overline{|\mathcal M|^2}\to16m^4e^4/t^2\), \(s\to4m^2\) and \(e^4=16\pi^2\alpha^2\),

\[
\frac{d\sigma}{d\Omega}\to\frac{\alpha^2m^2}{t^2}=\frac{\alpha^2m^2}{16p^4\sin^4(\theta/2)} .
\]

This is Rutherford's formula \((\alpha/4E_{\rm rel})^2/\sin^4(\theta/2)\) for reduced mass \(m/2\), whose kinetic energy is \(E_{\rm rel}=p^2/m\). The numerical check also obtains it from classical orbits.

## The cross section at any speed

At ten percent the next order in \(\beta^2\) is visible, so full spin sums are needed. For scattering, \(p_1\cdot p_3-m^2=-t/2\), and the electron trace is

\[
{\rm Tr}[(\not p_3+m)\gamma^\mu(\not p_1+m)\gamma^\nu]
=4\left[p_3^\mu p_1^\nu+p_1^\mu p_3^\nu+\tfrac t2g^{\mu\nu}\right].
\]

The positron trace has the same form with \(p_2,p_4\). Their contraction is

\[
16\left[2(p_1\!\cdot p_2)^2+2(p_1\!\cdot p_4)^2+2t\,p_1\!\cdot p_3+t^2\right].
\]

Because \(2p_1\cdot p_3=2m^2-t\), the last two terms add to \(2m^2t\). Inserting \(2p_1\cdot p_2=s-2m^2\) and \(2p_1\cdot p_4=2m^2-u\) gives \(16A\), where

\[
A=\tfrac12\left[(s-2m^2)^2+(u-2m^2)^2+4m^2t\right].
\]

For annihilation, \(p_1\cdot p_2+m^2=s/2\), so the trace is \(4[p_2^\mu p_1^\nu+p_1^\mu p_2^\nu-\tfrac s2g^{\mu\nu}]\), with a partner in \(p_3,p_4\). In the contraction the terms from \(g^{\mu\nu}\) are \(-2s\,p_1\cdot p_2+s^2=2m^2s\), and the result is \(16B\) with

\[
B=\tfrac12\left[(t-2m^2)^2+(u-2m^2)^2+4m^2s\right].
\]

The interference needs the single trace

\[
T={\rm Tr}[(\not p_2-m)\gamma^\mu(\not p_1+m)\gamma^\nu(\not p_3+m)\gamma_\mu(\not p_4-m)\gamma_\nu].
\]

The contraction identities for one, two and three matrices between \(\gamma^\mu\) and \(\gamma_\mu\) give

\[
\gamma^\mu(\not p_1+m)\gamma^\nu(\not p_3+m)\gamma_\mu=-2\not p_3\gamma^\nu\not p_1+4m(p_1+p_3)^\nu-2m^2\gamma^\nu .
\]

The three terms contribute to \(T\), in order,

\[
-32(p_1\!\cdot p_4)^2+16m^2p_1\!\cdot p_3,
\]
\[
-32m^2(p_1\!\cdot p_2+p_1\!\cdot p_4),\qquad
16m^2p_1\!\cdot p_3-32m^4 .
\]

Dotting \(p_1+p_2=p_3+p_4\) with \(p_1\) gives \(p_1\cdot p_3-p_1\cdot p_2=m^2-p_1\cdot p_4\). The sum is then

\[
T=-32\,p_1\!\cdot p_4\,(p_1\!\cdot p_4+2m^2)=-8C,\qquad C=(u-2m^2)(u-6m^2).
\]

The interference in the averaged square is \(\tfrac14\cdot2\cdot(-e^4/st)\,T=4e^4C/(st)\), and the two squares average to \(4e^4A/t^2\) and \(4e^4B/s^2\). Hence

\[
\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{s}\left[\frac A{t^2}+\frac B{s^2}+\frac C{st}\right],\qquad
R=\frac{t^2}{A}\left[\frac B{s^2}+\frac C{st}\right].
\]

From here on energies are measured so that \(s=1\). Then \(t=-b\sigma\), \(u=-b(1-\sigma)\), \(m^2=(1-b)/4\) and \(R=(Bt^2+Ct)/A\). Using \(s+t+u=4m^2\), the first two brackets can be rewritten as

\[
A=\tfrac12(1+u^2)+4m^2(t-m^2),\qquad B=\tfrac12(t^2+u^2)+4m^2(1-m^2).
\]

Annihilation is not the sole correction of order \(\beta^2\) to Rutherford. To first order in \(b\), \(A\simeq\tfrac14+\tfrac b2-b\sigma\). The scattering diagram divided by the Rutherford formula, written with the actual momentum \(p=\gamma m\beta\), is

\[
\frac{A}{m^2}\simeq\frac{1+2b-4b\sigma}{1-b}\simeq1+b(3-4\sigma).
\]

Adding \(-3b\sigma\) from annihilation makes the total relative correction \(\beta^2[3-7\sin^2(\theta/2)]\).

## A slow example

Take \(\beta=0.1\) and \(\theta=90^\circ\), so \(\sigma=\tfrac12\). Then \(s=4.0404\,m^2\), \(t=-0.0202\,m^2\) and \(|t|/s=0.01\times\tfrac12=0.005\). The cross sections are:

- Rutherford: 194.57 barn/sr
- scattering diagram alone: 196.56 barn/sr
- both diagrams: 193.65 barn/sr

Annihilation changes the result by \((193.65-196.56)/196.56=-1.48\%\), against \(-3(0.005)=-1.50\%\) at leading order. The annihilation diagram squared gives only 0.015 barn/sr, so nearly all of the change is interference. Relative to Rutherford, the scattering diagram is 1.0% high and the full result 0.5% low, as the expansion gives for \(\sigma=\tfrac12\).

## Where the effect reaches ten percent

At \(90^\circ\), \(t=u=-b/2\), and the three functions become

\[
A=\frac12+\frac{b^2}8-\frac{(1-b)(1+b)}4=\frac{2+3b^2}8,
\]
\[
B=\frac{b^2}4+\frac{(1-b)(3+b)}4=\frac{3-2b}4,\qquad
C=\left(-\frac12\right)\left(-\frac{3-2b}2\right)=\frac{3-2b}4 .
\]

Therefore

\[
R_{90}=\frac{3-2b}{4}\left(\frac{b^2}{4}-\frac b2\right)\frac{8}{2+3b^2}=-\frac{b(3-2b)(2-b)}{4+6b^2}.
\]

Setting this to \(-1/10\) gives \(10b(6-7b+2b^2)=4+6b^2\), or

\[
5b^3-19b^2+15b-1=(b-1)(5b^2-14b+1)=0 .
\]

The root below 1 is

\[
\beta^2=\frac{7-\sqrt{44}}5=0.0734,\qquad\beta=0.271 .
\]

The leading estimate, \(1.5\beta^2=0.1\), gives 0.258. Asking instead for \(|t|/s=0.1\) gives \(\beta=0.447\), which misses the threshold because it leaves out the factor of three; at the threshold \(|t|/s\) is only 0.037.

The CM kinetic energy per particle is \((\gamma-1)m=19.8\) keV. For a positron striking an electron at rest, \(s=2m^2+2mE_{\rm lab}\), so its kinetic energy is \(s/2m-2m=2m(\gamma^2-1)=80.9\) keV.

At leading order the effect is largest for backward scattering, where \(\sigma=1\). There \(t=-b\) and \(u=0\), so

\[
A=\frac{1-2b+3b^2}4,\quad B=\frac{3-2b+b^2}4,\quad C=12m^4=\frac{3(1-b)^2}4,
\]
\[
R_{180}=\frac{b^2(3-2b+b^2)-3b(1-b)^2}{1-2b+3b^2}.
\]

This reaches \(-0.1\) at \(\beta=0.186\), or 9.1 keV per particle in the CM frame and 36.7 keV for a positron on an electron at rest. A scan over angles and lower speeds finds no angle that reaches ten percent earlier.

## Beyond the threshold

| \(\beta\) | \(R\) at \(90^\circ\) | \(R\) at \(180^\circ\) |
|---|---|---|
| 0.05 | −0.37% | −0.75% |
| 0.2 | −5.7% | −11.5% |
| 0.5 | −25.0% | −38.1% |
| 0.9 | −16.8% | +92.6% |

The growth as \(\beta^2\) does not continue. At \(90^\circ\) the effect is strongest, −28%, near \(\beta=0.63\), and it returns to −10% as \(\beta\to1\), which is the root \(b=1\) of the cubic. At \(180^\circ\) it changes sign at \(\beta=0.652\). The interference there contains the factor \((1-b)^2\) and dies out as the mass becomes negligible, while the annihilation square survives. In the limit \(A=B=\tfrac12\), and annihilation doubles the backward cross section.

Small angles behave differently. For \(\sigma\to0\), \(u\to-b\), so \(C\to(1+b)(3-b)/4\) and \(A\to(1+b)^2/4\), and

\[
R\to\frac{tC}{A}=-\sin^2\frac\theta2\;\frac{\beta^2(3-\beta^2)}{1+\beta^2}.
\]

This is small at any speed, because \(t\) itself is small. A numerical scan finds that below about \(40^\circ\) the effect never reaches ten percent.

## How far the tree result can be trusted

The tree result for \(R\) requires \(\alpha\ll\beta\). The Rutherford limit itself is not restricted in this way, because the exact nonrelativistic Coulomb amplitude differs from the first-order one only by a phase. At lower speeds the Coulomb attraction distorts the waves before the particles meet, and a contact interaction responds to \(|\psi(0)|^2\) instead of 1. To first order in the potential, with reduced mass \(\mu=m/2\) and relative momentum \(k\),

\[
{\rm Re}\,\delta\psi(0)=2\mu\alpha\int_0^\infty dr\,\cos kr\,\frac{\sin kr}{kr}=\frac{\pi\mu\alpha}{2k}.
\]

The imaginary part diverges logarithmically; it is the long-range Coulomb phase and does not affect \(|\psi(0)|^2\) at this order. Nonrelativistically \(k/\mu\) is the relative speed \(2\beta\), so

\[
|\psi(0)|^2\simeq1+\frac{\pi\alpha}{2\beta}.
\]

At the \(90^\circ\) threshold \(\pi\alpha/\beta=0.085\), so the enhancement is about 4%, and integrating the radial wave equation gives 1.043. The contact amplitude contains the wave function at the origin once for the incoming pair and once for the outgoing pair, so its modulus is multiplied by \(|\psi(0)|^2\). The estimate takes the Coulomb amplitude to keep its Rutherford modulus. The phase between the two amplitudes, of order \(\alpha/\beta\), then enters the interference only at second order, because both tree amplitudes are real at leading order. On this estimate the ten percent effect grows by roughly 0.4 percentage points. Near the threshold \(|R_{90}|\) rises about as \(\beta^{1.8}\), so the threshold speed drops by roughly 2% and the kinetic energies by roughly 5%. The enhancement \(\pi\alpha/2\beta\) is larger at lower speed, about 6% at the \(180^\circ\) threshold and 11% at \(\beta=0.1\) (12% once higher orders in \(\alpha/\beta\) are kept), so the finer digits quoted above describe the tree approximation only. Other loop corrections and photon emission are not included here. The calculation supports a \(90^\circ\) threshold of \(\beta\approx0.26\)–\(0.27\) and nothing finer.

## Values computed for the example and the checks

```
electron rest energy: 510.999 keV
fine-structure constant: 0.00729735
Fermi signs, scattering and annihilation: -1 +1
largest QED/classical-orbit gap at beta=0.01: 4.25e-04
-- worked point: beta = 0.1, theta = 90 deg (CM)
s / m^2: 4.040404
t / m^2: -0.020202
|t|/s: 0.005000
Rutherford cross section: 194.569 barn/sr
scattering diagram only: 196.564 barn/sr
both diagrams: 193.650 barn/sr
annihilation diagram only: 0.014642 barn/sr
annihilation effect, exact: -1.4823 %
annihilation effect, leading: -1.5000 %
-- annihilation effect at 90 and 180 deg, in %
beta=0.01: -0.0150  -0.0300
beta=0.05: -0.3739  -0.7481
beta=0.20: -5.7095  -11.4530
beta=0.50: -25.0000  -38.0682
beta=0.90: -16.7601  92.5730
-- where the effect first reaches -10 %
90 deg, beta: 0.27083 (leading estimate 0.25820)
90 deg, beta^2: 0.073350
90 deg, |t|/s: 0.03668
90 deg, CM kinetic energy per particle: 19.839 keV
90 deg, positron energy, electron at rest: 80.897 keV
180 deg, beta: 0.18623 (leading estimate 0.18257)
180 deg, beta^2: 0.034681
180 deg, |t|/s: 0.03468
180 deg, CM kinetic energy per particle: 9.098 keV
180 deg, positron energy, electron at rest: 36.717 keV
beta where |t|/s alone is 0.1 at 90 deg: 0.4472
-- beyond the threshold
most negative effect at 90 deg: -28.39 % at beta=0.632
most negative effect at 180 deg: -39.04 % at beta=0.468
effect at 180 deg changes sign at beta: 0.6521
effect for beta -> 1, 90 deg: -10.00 %
effect for beta -> 1, 180 deg: 100.00 %
smallest angle where 10 % is ever reached: 40.00 deg
-- Coulomb correction to the tree result at the 90 deg threshold
pi alpha / beta: 0.08465
contact enhancement factor: 1.04292
```
